# Constrained magnetization directions and the switching-field surface of a biaxial macrospin: a numerical check

```python
"""Switching-field surface of a biaxial macrospin.
Energy per magnetic moment (tesla): e(m) = m.A m/2 - B.m, |m| = 1,
A = diag(Ax, Ay, Az), Ax < Ay < Az; x is easy and z is hard.
p = Ay-Ax, q = Az-Ay. Result under test: the smallest tangent Hessian
eigenvalue vanishes at B = ((s-p)mx, s my, (s+q)mz), where
s = (sqrt(T^2+4pq my^2)-T)/2 and T = -p(1-mx^2)+q(1-mz^2).
These fields form a closed surface, met once by every ray; a slow field
that crosses it outward with Bx nonzero makes the metastable state jump.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function

# Rough permalloy-like parameters
Ms = 800e3                                  # A/m
exchange = 13e-12                           # J/m
axes_nm = np.array([32.0, 20.0, 10.0])      # full axes
temperature = 300.0                         # K
attempt_rate = 1e9                          # 1/s
growth_anisotropy = 200.0                   # J/m^3
volume = np.pi / 6 * np.prod(axes_nm * 1e-9)
gyro_ps = const.physical_constants["electron gyromag. ratio"][0] * 1e-12


def demagnetizing_factor(i):
    a = axes_nm / axes_nm[0]
    integrand = lambda u: 1 / ((a[i]**2 + u) * np.sqrt(np.prod(a**2 + u)))
    return np.prod(a) / 2 * quad(integrand, 0, np.inf, epsabs=1e-11)[0]


N = np.array([demagnetizing_factor(i) for i in range(3)])
assert abs(N.sum() - 1) < 1e-7
A = const.mu_0 * Ms * N
p, q = A[1] - A[0], A[2] - A[1]
assert p > 0 and q > 0


def unit(v):
    v = np.asarray(v, dtype=float)
    return v / np.sqrt((v * v).sum(axis=0))


def energy(m, B):
    return 0.5 * (A @ (m * m)) - (B * m).sum(axis=0)


def critical_field(m):
    """Marginal field for each magnetization direction, and parameter s."""
    T = -p * (1 - m[0]**2) + q * (1 - m[2]**2)
    root = np.sqrt(T**2 + 4 * p * q * m[1]**2)
    s = np.where(T > 0, 2*p*q*m[1]**2 / (root + np.abs(T) + 1e-300),
                 (root - T) / 2)
    return np.array([(s - p) * m[0], s * m[1], (s + q) * m[2]]), s


def g(s, n):
    return (n[0] / (p - s))**2 + (n[1] / s)**2 + (n[2] / (q + s))**2


def ray_switching(n):
    """Switching field along unit vector n, by convex minimization."""
    slope = lambda s: (n[0]**2 / (p - s)**3 - n[1]**2 / s**3
                       - n[2]**2 / (q + s)**3)
    low, high = p * 1e-10, p * (1 - 1e-10)
    if slope(low) >= 0:
        s = low
    elif slope(high) <= 0:
        s = high
    else:
        s = brentq(slope, low, high, xtol=1e-16)
    return 1 / np.sqrt(g(s, n)), s


def state(s, B):
    return B / np.array([s - p, s, s + q])


def stationary_parameters(n, ratio):
    """Saddle, metastable and global parameters s at ratio*Bsw."""
    Bsw, middle = ray_switching(n)
    b = ratio * Bsw
    f = lambda s: b**2 * g(s, n) - 1
    saddle = brentq(f, p * 1e-10, middle, xtol=1e-16)
    metastable = brentq(f, middle, p * (1 - 1e-10), xtol=1e-16)
    lowest = brentq(f, p * (1 + 1e-10), p + 2 * b, xtol=1e-16)
    return saddle, metastable, lowest


def numerical_curvature(m, B, h=1e-3):
    """Gradient, Hessian eigenvalues and 3D eigenvectors on the sphere."""
    basis = np.linalg.svd(m[None, :])[2][1:]
    f = lambda u, v: energy(unit(m + u * basis[0] + v * basis[1]), B)
    grad = np.array([f(h, 0) - f(-h, 0), f(0, h) - f(0, -h)]) / (2 * h)
    mixed = (f(h, h) - f(h, -h) - f(-h, h) + f(-h, -h)) / (4 * h * h)
    H = np.array([[(f(h, 0) - 2*f(0, 0) + f(-h, 0)) / h**2, mixed],
                  [mixed, (f(0, h) - 2*f(0, 0) + f(0, -h)) / h**2]])
    values, vectors = np.linalg.eigh(H)
    return grad, values, vectors.T @ basis


def relax(m, B, steps=3000):
    """Monotone energy descent for columns m in one field B."""
    weight = (A[2] - A)[:, None]
    for _ in range(steps):
        m = weight * m + B[:, None]
        m = m / np.sqrt((m * m).sum(axis=0))
    return m


# Scan formula against finite differences and against the ray calculation
rng = np.random.default_rng(7)
for m in rng.normal(size=(40, 3)):
    m = unit(m)
    B, s = critical_field(m)
    grad, values, _ = numerical_curvature(m, B)
    assert np.max(np.abs(grad)) < 5e-6
    assert abs(values[0]) < 5e-6 and values[1] > -5e-6
    for shift in (-1e-3, 1e-3):
        changed = numerical_curvature(m, B + shift * m)[1][0]
        assert abs(changed - shift) < 5e-6
    Bray, sray = ray_switching(unit(B))
    assert abs(Bray - np.linalg.norm(B)) < 1e-8
    assert np.linalg.norm(state(sray, Bray * unit(B)) - m) < 1e-5

# Number of minima inside and outside, from many starting directions
count = 400
j = np.arange(count) + 0.5
z = 1 - 2 * j / count
angle = np.pi * (1 + np.sqrt(5)) * j
starts = np.array([np.sqrt(1-z*z)*np.cos(angle),
                   np.sqrt(1-z*z)*np.sin(angle), z])
tested = 0
while tested < 8:
    n = unit(rng.normal(size=3))
    if abs(n[0]) < 0.2 or abs(n[1]) < 0.1:
        continue
    for ratio, expected in ((0.90, 2), (1.03, 1)):
        final = relax(starts, ratio * ray_switching(n)[0] * n)
        same = final[0] * n[0] > 0
        groups = [final[:, same], final[:, ~same]]
        groups = [v for v in groups if v.shape[1] > 0]
        assert len(groups) == expected
        assert all(np.max(np.ptp(v, axis=1)) < 1e-5 for v in groups)
    tested += 1

# Whole-surface scan and bounds
theta, phi = np.meshgrid(np.linspace(0, np.pi, 181),
                         np.linspace(0, 2*np.pi, 361), indexing="ij")
scan_m = np.array([np.sin(theta)*np.cos(phi),
                   np.sin(theta)*np.sin(phi), np.cos(theta)])
scan_B, _ = critical_field(scan_m)
scan_size = np.sqrt((scan_B**2).sum(axis=0))
assert abs(scan_size.min() - p/2) < 1e-10
assert abs(scan_size.max() - (p+q)) < 1e-10

# Easy-hard plane: true out-of-plane instability against planar model
tilt = np.deg2rad(30)
nxz = np.array([-np.cos(tilt), 0.0, np.sin(tilt)])
Bxz = ray_switching(nxz)[0]
ellipse = 1 / np.sqrt((nxz[0]/p)**2 + (nxz[2]/q)**2)
assert abs(Bxz - ellipse) < 1e-9
planar = (p+q) / (np.cos(tilt)**(2/3) + np.sin(tilt)**(2/3))**1.5
ring_angle = np.linspace(0, 2*np.pi, 100000, endpoint=False)
ring = np.array([np.cos(ring_angle), 0*ring_angle, np.sin(ring_angle)])


def ring_minima(B):
    e = energy(ring, B[:, None])
    return ring[:, (e < np.roll(e, 1)) & (e < np.roll(e, -1))]


assert ring_minima(0.98 * planar * nxz).shape[1] == 2
assert ring_minima(1.02 * planar * nxz).shape[1] == 1
for ratio, sign in ((0.98, 1), (1.02, -1)):
    B = ratio * Bxz * nxz
    minima = ring_minima(B)
    m = minima[:, np.argmax(minima[0])]
    _, values, vectors = numerical_curvature(m, B)
    assert sign * values[0] > 1e-5 and abs(vectors[0, 1]) > 0.999


def cross(a, b):
    return np.array([a[1]*b[2]-a[2]*b[1], a[2]*b[0]-a[0]*b[2],
                     a[0]*b[1]-a[1]*b[0]])


def llg(B, damping, ramp_ps, total_ps, dt):
    """Landau-Lifshitz-Gilbert motion from +x; columns B are final fields."""
    m = np.zeros_like(B)
    m[0] = 1
    factor = -gyro_ps / (1 + damping**2)

    def rate(v, t):
        scale = min(t / ramp_ps, 1.0) if ramp_ps > 0 else 1.0
        c = cross(v, scale * B - A[:, None] * v)
        return factor * (c + damping * cross(v, c))

    for step in range(int(round(total_ps / dt))):
        t = step * dt
        k1 = rate(m, t)
        k2 = rate(m + dt*k1/2, t + dt/2)
        k3 = rate(m + dt*k2/2, t + dt/2)
        k4 = rate(m + dt*k3, t + dt)
        m = unit(m + dt*(k1 + 2*k2 + 2*k3 + k4)/6)
    return m


n = np.array([-2.0, 2.0, 1.0]) / 3
directions = [n, [-.95, .1, .3], [-.3, .9, .3], [-.4, .2, .9],
              [-np.cos(tilt), .03, np.sin(tilt)], [-.7, -.1, .7]]
fields = []
for direction in directions:
    direction = unit(direction)
    for ratio in (0.97, 1.03):
        fields.append(ratio * ray_switching(direction)[0] * direction)
slow = llg(np.array(fields).T, 0.5, 15000, 21000, 2.5)
assert np.all(slow[0, 0::2] > 0) and np.all(slow[0, 1::2] < 0)

# Jump, saddle and barrier for the example direction
Bsw, s_critical = ray_switching(n)
before = state(s_critical, Bsw * n)
after_s = brentq(lambda s: Bsw**2*g(s, n)-1, p*(1+1e-10), p+2*Bsw)
after = state(after_s, Bsw * n)
assert before[0] > 0 and after[0] < 0


def barrier(ratio):
    sa, me, _ = stationary_parameters(n, ratio)
    B = ratio * Bsw * n
    difference = state(me, B) - state(sa, B)
    return Ms * volume * (me-sa) * (difference @ difference) / 4


B = 0.7 * Bsw * n
sa, me, lo = stationary_parameters(n, 0.7)
msa, mme, mlo = [state(s, B) for s in (sa, me, lo)]
direct_barrier = Ms * volume * (energy(msa, B) - energy(mme, B))
assert abs(barrier(0.7)/direct_barrier - 1) < 1e-7
_, values, vectors = numerical_curvature(msa, B)
assert values[0] < 0 < values[1]
ends = relax(unit(np.column_stack((msa+0.01*vectors[0],
                                   msa-0.01*vectors[0]))), B)
ends = ends[:, np.argsort(ends[0])]
assert np.max(np.abs(ends - np.column_stack((mlo, mme)))) < 1e-5

# Thermal activation for two waiting times
kT = const.k * temperature
zero_barrier = Ms * volume * p / 2
thermal = []
for wait in (1.0, 1e-8):
    needed = kT * np.log(attempt_rate * wait)
    thermal.append(brentq(lambda r: barrier(r)-needed, 0.005, 0.9999))

# Sudden field step at low damping
ratios = np.arange(50, 100) / 100
step_fields = n[:, None] * Bsw * ratios
step_end = llg(step_fields, 0.01, 0, 10000, 1.5)
switched = step_end[0] < 0
start_energy = energy(np.repeat([[1.], [0.], [0.]], len(ratios), 1),
                      step_fields)
saddle_energy = np.array([energy(state(stationary_parameters(n, r)[0],
                         r*Bsw*n), r*Bsw*n) for r in ratios])
above = start_energy > saddle_energy
assert switched.any() and np.all(above[switched])

# Ritz calculation of the softest nonuniform exchange mode, odd along x
powers = [(i, j, k) for i in (1, 3, 5) for j in (0, 2, 4)
          for k in (0, 2, 4) if i+j+k <= 5]


def moment(exponents):
    e = np.array(exponents)
    if np.any(e % 2):
        return 0.0
    return (2*np.prod(gamma_function((e+1)/2))
            / gamma_function((e.sum()+3)/2) / (e.sum()+3))


size = len(powers)
overlap, stiffness = np.zeros((size, size)), np.zeros((size, size))
semi = axes_nm * 1e-9 / 2
for i, a in enumerate(powers):
    for j, b in enumerate(powers):
        total = np.array(a) + b
        overlap[i, j] = moment(total)
        for k in range(3):
            if a[k] and b[k]:
                reduced = total.copy()
                reduced[k] -= 2
                stiffness[i, j] += a[k]*b[k]*moment(reduced)/semi[k]**2
k_squared = eigh(stiffness, overlap, eigvals_only=True)[0]
exchange_ritz = 2*exchange*k_squared/Ms
exchange_floor = 2*exchange*(np.pi/(axes_nm[0]*1e-9))**2/Ms
assert exchange_ritz > exchange_floor > A[1]


def vector(v, digits=4):
    return "(" + ", ".join(f"{x:.{digits}f}" for x in v) + ")"


m_example = np.array([2., 1., 2.]) / 3
B_example, s_example = critical_field(m_example)
T_example = -p*(1-m_example[0]**2) + q*(1-m_example[2]**2)
print("Full axes x, y, z (nm):", vector(axes_nm, 1))
print(f"Saturation magnetization: {Ms/1e3:.0f} kA/m")
print(f"Exchange stiffness: {exchange*1e12:.1f} pJ/m")
print(f"Volume: {volume*1e27:.1f} nm^3")
print("Demagnetizing factors x, y, z:", vector(N, 5))
print("Ax, Ay, Az (mT):", vector(A*1e3, 2))
print(f"p = {p*1e3:.2f} mT; q = {q*1e3:.2f} mT")
print("Scanned magnetization m:", vector(m_example))
print(f"Its T = {T_example*1e3:.2f} mT; s = {s_example*1e3:.2f} mT")
print(f"Its tangent eigenvalue mu1 = {(A[1]-s_example)*1e3:.2f} mT")
print("Its critical field (mT):", vector(B_example*1e3, 2))
print(f"Its field magnitude: {np.linalg.norm(B_example)*1e3:.2f} mT")
print(f"Directions in surface scan: {theta.size}")
print(f"Smallest surface field: {scan_size.min()*1e3:.2f} mT")
print(f"Largest surface field: {scan_size.max()*1e3:.2f} mT")
print("Switching fields along x, y, z (mT):",
      vector([ray_switching(v)[0]*1e3 for v in np.eye(3)], 2))
print("Example field direction n:", vector(n))
print(f"Example minimizing s: {s_critical*1e3:.2f} mT")
print(f"Example switching field: {Bsw*1e3:.2f} mT")
print(f"Example switching field H: {Bsw/const.mu_0/1e3:.2f} kA/m")
print("Magnetization before jump:", vector(before))
print("Magnetization after relaxation:", vector(after))
jump_angle = np.rad2deg(np.arccos(np.clip(before @ after, -1, 1)))
print(f"Jump angle: {jump_angle:.2f} degrees")
print(f"xz-plane field angle from -x: {np.rad2deg(tilt):.1f} degrees")
print(f"Full-sphere switching field there: {Bxz*1e3:.2f} mT")
print(f"Plane-restricted switching field there: {planar*1e3:.2f} mT")
print("Slow-ramp damping: 0.5; ramp: 15 ns; hold: 6 ns")
print(f"Slow-ramp directions tested: {len(directions)} at 0.97, 1.03 Bsw")
print(f"Temperature: {temperature:.0f} K; attempt rate: {attempt_rate:.1e}/s")
print(f"Zero-field barrier: {zero_barrier/const.e:.4f} eV")
print(f"Zero-field barrier / kT: {zero_barrier/kT:.2f}")
print(f"Barrier at 0.7 Bsw / kT: {barrier(0.7)/kT:.2f}")
print(f"Thermal switching, 1 s: {thermal[0]*Bsw*1e3:.2f} mT")
print(f"Thermal fraction of Bsw, 1 s: {thermal[0]:.4f}")
print(f"Thermal switching estimate, 10 ns: {thermal[1]*Bsw*1e3:.2f} mT")
print(f"Thermal fraction of Bsw, 10 ns: {thermal[1]:.4f}")
print("Sudden-step damping: 0.01; observation time: 10 ns")
print(f"Lowest scanned switching step / Bsw: {ratios[switched][0]:.2f}")
print(f"Lowest scanned switching step: {ratios[switched][0]*Bsw*1e3:.2f} mT")
print(f"Lowest energy-allowed scanned step / Bsw: {ratios[above][0]:.2f}")
print(f"Switched steps: {switched.sum()} of {len(ratios)} (0.50 to 0.99 Bsw)")
print(f"Nonuniform exchange-field floor: {exchange_floor*1e3:.2f} mT")
print(f"Ritz exchange field, softest mode: {exchange_ritz*1e3:.2f} mT")
print(f"Growth anisotropy constant: {growth_anisotropy/1e3:.2f} kJ/m^3")
print(f"Growth anisotropy field: {2*growth_anisotropy/Ms*1e3:.2f} mT")
print("OK")
```

It prints:

```
Full axes x, y, z (nm): (32.0, 20.0, 10.0)
Saturation magnetization: 800 kA/m
Exchange stiffness: 13.0 pJ/m
Volume: 3351.0 nm^3
Demagnetizing factors x, y, z: (0.14551, 0.27143, 0.58306)
Ax, Ay, Az (mT): (146.28, 272.87, 586.16)
p = 126.58 mT; q = 313.29 mT
Scanned magnetization m: (0.6667, 0.3333, 0.6667)
Its T = 103.72 mT; s = 32.38 mT
Its tangent eigenvalue mu1 = 240.49 mT
Its critical field (mT): (-62.81, 10.79, 230.44)
Its field magnitude: 239.09 mT
Directions in surface scan: 65341
Smallest surface field: 63.29 mT
Largest surface field: 439.87 mT
Switching fields along x, y, z (mT): (126.58, 126.58, 439.87)
Example field direction n: (-0.6667, 0.6667, 0.3333)
Example minimizing s: 63.30 mT
Example switching field: 67.01 mT
Example switching field H: 53.33 kA/m
Magnetization before jump: (0.7060, 0.7057, 0.0593)
Magnetization after relaxation: (-0.9649, 0.2584, 0.0459)
Jump angle: 119.75 degrees
xz-plane field angle from -x: 30.0 degrees
Full-sphere switching field there: 142.34 mT
Plane-restricted switching field there: 230.50 mT
Slow-ramp damping: 0.5; ramp: 15 ns; hold: 6 ns
Slow-ramp directions tested: 6 at 0.97, 1.03 Bsw
Temperature: 300 K; attempt rate: 1.0e+09/s
Zero-field barrier: 1.0590 eV
Zero-field barrier / kT: 40.96
Barrier at 0.7 Bsw / kT: 7.16
Thermal switching, 1 s: 25.40 mT
Thermal fraction of Bsw, 1 s: 0.3790
Thermal switching estimate, 10 ns: 57.66 mT
Thermal fraction of Bsw, 10 ns: 0.8604
Sudden-step damping: 0.01; observation time: 10 ns
Lowest scanned switching step / Bsw: 0.79
Lowest scanned switching step: 52.94 mT
Lowest energy-allowed scanned step / Bsw: 0.78
Switched steps: 20 of 50 (0.50 to 0.99 Bsw)
Nonuniform exchange-field floor: 313.24 mT
Ritz exchange field, softest mode: 576.95 mT
Growth anisotropy constant: 0.20 kJ/m^3
Growth anisotropy field: 0.50 mT
OK
```
